# Origin-independent velocity-gauge optical rotation and its spurious static limit

Linearly polarised light passes through a dilute, isotropic sample of chiral molecules, and its plane of polarisation turns. As the wavelength grows without limit, the turning must die out. A calculation in a finite basis raises a further demand: the result should not depend on where the coordinate origin is placed. The usual length-gauge expression fails this demand, while the velocity-gauge expression meets it in every basis. It is tempting to conclude that the velocity-gauge number is the correct one. A small molecule shows that it need not be.

## The quantity being computed

Atomic units are used unless SI is named. The molecule has fixed nuclei, a closed-shell ground state $|0\rangle$ and real wave functions. The light frequency $\omega$ lies below the first excitation energy, and local-field corrections are left out. The electronic moments are $\boldsymbol\mu=-\mathbf r$ and $\mathbf m=-\tfrac12\mathbf L$, where $\mathbf r$ and $\mathbf L$ are sums over electrons.

A field $B_0\cos\omega t$ along axis $\alpha$ adds $\tfrac12B_0L_\alpha\cos\omega t$ to the Hamiltonian. For a perturbation $V\cos\omega t$, the first-order amplitude of state $n$ obeys $i\dot c_n=\omega_nc_n+V_{n0}\cos\omega t$, where $\omega_n=E_n-E_0$. Its driven solution is

$$c_n=\tfrac12V_{n0}\left[\frac{e^{-i\omega t}}{\omega-\omega_n}-\frac{e^{i\omega t}}{\omega+\omega_n}\right].$$

An observable $X$ changes by $2\,\mathrm{Re}\sum_nX_{0n}c_n$. For real wave functions $\mathbf r_{0n}\cdot\mathbf L_{n0}$ is imaginary, and we write it as $2iR_n$. Since $\mathrm{Re}(ie^{-i\omega t})=\mathrm{Re}(-ie^{i\omega t})=\sin\omega t$, summing the response $\langle r_\alpha\rangle$ to a field along $\alpha$ over the three axes gives

$$\sum_\alpha\langle r_\alpha\rangle=B_0\sin\omega t\sum_nR_n\left[\frac1{\omega-\omega_n}+\frac1{\omega+\omega_n}\right]=-2\omega B_0\sin\omega t\sum_n\frac{R_n}{\omega_n^2-\omega^2}.$$

The orientational average is one third of this trace. With $\boldsymbol\mu=-\mathbf r$ and $\dot B=-\omega B_0\sin\omega t$, the induced dipole is $-\beta\dot{\mathbf B}$, where

$$\beta_L=\frac23\sum_n\frac{R_n}{\omega_n^2-\omega^2},\qquad R_n=\tfrac12\,\mathrm{Im}(\mathbf r_{0n}\cdot\mathbf L_{n0}).\tag{1}$$

Exchanging the roles of $\mathbf r$ and $\mathbf L$ reverses the sign of the imaginary product, so an electric field induces $\mathbf m=+\beta\dot{\mathbf E}$. The electric-quadrupole contribution averages to zero: its tensor is symmetric in two indices, while the only isotropic third-rank tensor is antisymmetric.

To find the rotation, use SI units and number density $N$. Then $\mathbf D=\epsilon\mathbf E-N\beta\dot{\mathbf B}$ and $\mathbf H=\mathbf B/\mu_0-N\beta\dot{\mathbf E}$. For waves $e^{i(kz-\omega t)}$ with polarisation $\mathbf e_\pm=(\hat x\pm i\hat y)/\sqrt2$, we have $\hat z\times\mathbf e_\pm=\mp i\mathbf e_\pm$. Faraday's law gives $\dot{\mathbf B}=\mp k\mathbf E$, and $\nabla\times\mathbf H=\dot{\mathbf D}$ becomes

$$k^2\mp2\omega^2\mu_0N\beta k=\omega^2\mu_0\epsilon,\qquad k_\pm\simeq k_0\pm\omega^2\mu_0N\beta$$

to first order in $\beta$. Light polarised along $\hat x$ is $(\mathbf e_++\mathbf e_-)/\sqrt2$. After a length $\ell$ it points along $\hat x\cos\theta-\hat y\sin\theta$, with

$$\theta=\omega^2\mu_0N\beta\ell.\tag{2}$$

An observer facing the source sees a clockwise turn for positive $\beta$, which is dextrorotation. The factor $\omega^2$ is decisive below: if $\beta$ stays finite as $\omega\to0$, the rotation vanishes.

## The velocity form

For a local potential, $\mathbf p=i[H,\mathbf r]$, so $d\langle\mathbf r\rangle/dt=\langle\mathbf p\rangle$. A magnetic field adds $\tfrac12\mathbf B\times\mathbf r$ to each electron's velocity, but this has no component along $\mathbf B$ and drops out of the trace. One may therefore compute the momentum response and integrate it in time.

The matrix element of the commutator is $\mathbf p_{0n}=i(E_0-E_n)\mathbf r_{0n}=-i\omega_n\mathbf r_{0n}$. Hence $\mathbf r_{0n}=i\mathbf p_{0n}/\omega_n$, and

$$R_n=\frac{\mathrm{Re}(\mathbf p_{0n}\cdot\mathbf L_{n0})}{2\omega_n}.\tag{3}$$

Putting $\mathbf p_{0n}\cdot\mathbf L_{n0}=2\omega_nR_n$ into the response gives

$$\sum_\alpha\langle p_\alpha\rangle=B_0\cos\omega t\sum_n\omega_nR_n\left[\frac1{\omega-\omega_n}-\frac1{\omega+\omega_n}\right]=-2B_0\cos\omega t\,F(\omega),$$

$$F(\omega)=\sum_n\frac{\omega_n^2R_n}{\omega_n^2-\omega^2}.\tag{4}$$

By (1), $\sum_\alpha\langle r_\alpha\rangle=-3\omega\beta B_0\sin\omega t$, whose time derivative is $-3\omega^2\beta B_0\cos\omega t$. Equating the two expressions defines the velocity-gauge parameter

$$\beta_V=\frac{2F(\omega)}{3\omega^2}.\tag{5}$$

For exact states $\beta_V=\beta_L$. In a finite basis (1) and (3) give different values of $R_n$; in $F$ the momentum form (3) is meant.

## The counter-example: hydrogen peroxide

Take H$_2$O$_2$ with O–O 1.45 Å, O–H 0.97 Å, O–O–H angles of 100° and a dihedral angle of +120°. This is one frozen conformer: the real molecule passes freely between its two mirror forms by torsion, so the rotations below test the formulas and are not measurable properties of the substance. The level of theory is time-dependent Hartree–Fock (TDHF), first in the 6-31G basis. The origin is the O–O midpoint. At 589.3 nm, $\omega=0.077318$ hartree. For the molar mass 34.014 g/mol, equation (2) turns one atomic unit of $\beta$ into a specific rotation of 1136.4 deg/(dm g/cm³), the unit of every specific rotation below.

Moving the origin by 10 bohr along the twofold axis, towards the side on which the hydrogen atoms lie, changes the parameters at 589.3 nm as follows:

- length gauge: $\beta_L=0.1325$ becomes $0.2841$;
- velocity gauge: $\beta_V=-0.1406$ stays $-0.1406$.

By the test of origin independence, the velocity gauge wins. Now increase the wavelength to 0.1 mm, far below any electronic resonance in frequency. The length gauge gives a specific rotation of 0.005, on its way to zero. The velocity gauge gives $-152.9$, almost the same as its value of $-159.8$ at 589.3 nm. With fixed nuclei, a rotation that levels off at a constant instead of falling to zero is not natural optical activity.

Its source is $S=F(0)$, which here equals $-0.0012063$. The corresponding part of $\beta_V$ at 589.3 nm is

$$\frac{2S}{3\omega^2}=\frac{2(-0.0012063)}{3(0.077318)^2}=-0.1345,$$

and $1136.4\times(-0.1345)\approx-153$. Nearly the whole velocity-gauge result is this term. Removing it leaves $-0.1406+0.1345=-0.0061$, which is also unchanged by the origin shift.

The number $S$ has a direct meaning. By (4), a static perturbation $\lambda L_\alpha$, taken along each axis in turn, produces momenta with $\sum_\alpha\langle p_\alpha\rangle=-4S\lambda$. The finite-basis molecule would be in a stationary state with a steady net momentum, although a bound electron cloud does not drift away. A self-consistent Hartree–Fock calculation with the small term $\lambda L_\alpha$ included gives the same $S=-0.0012063$.

## The correct statement

The isotropic velocity-gauge parameter is origin independent in any finite basis, for exact diagonalisation in that basis and for TDHF. This property does not imply accuracy. In general $\beta_V$ contains a spurious term, which the modified velocity gauge removes:

$$\beta_{MV}=\frac{2[F(\omega)-F(0)]}{3\omega^2}.\tag{6}$$

To see what the subtraction does, use

$$\frac{\omega_n^2}{\omega_n^2-\omega^2}=1+\frac{\omega^2}{\omega_n^2-\omega^2}$$

in (4). This gives $S=\sum_nR_n$ and

$$\beta_V=\frac{2S}{3\omega^2}+\frac23\sum_n\frac{R_n}{\omega_n^2-\omega^2}.\tag{7}$$

The last term is $\beta_{MV}$. It has the form of (1), with $R_n$ from (3), and is finite at $\omega=0$. The first term diverges as $1/\omega^2$. Multiplied by the $\omega^2$ of equation (2), it gives a rotation independent of wavelength.

### The TDHF response

For TDHF the sums over states are replaced by matrix expressions. Let $i,j,k$ label occupied and $a,b$ virtual real orbitals, and define

$$\mathbf D_{ai}=\langle a|\nabla|i\rangle,\qquad\boldsymbol\Lambda_{ai}=\langle a|\mathbf r\times\nabla|i\rangle.$$

Then $\mathbf p_{ai}=-i\mathbf D_{ai}$ and $\mathbf L_{ai}=-i\boldsymbol\Lambda_{ai}$; reversing the indices reverses the signs. The TDHF matrices are

$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2(ia|jb)-(ij|ab),\qquad B_{ai,bj}=2(ia|jb)-(ib|ja).$$

For a perturbation $L_\alpha\cos\omega t$, write the orbital change as $\tfrac12\sum_a\phi_a(X_{ai}e^{-i\omega t}+Y_{ai}^*e^{i\omega t})$. The TDHF equations are

$$(A-\omega)X+BY=i\Lambda_\alpha,\qquad BX+(A+\omega)Y=-i\Lambda_\alpha.$$

Let $M_\pm=A\pm B$. Adding and subtracting the equations gives $M_+(X+Y)=\omega(X-Y)$ and $M_-(X-Y)-\omega(X+Y)=2i\Lambda_\alpha$. Therefore

$$X+Y=2i\omega Z_\alpha,\qquad X-Y=2iM_+Z_\alpha,\qquad Z_\alpha=(M_-M_+-\omega^2)^{-1}\Lambda_\alpha.$$

With two electrons per orbital, the complex amplitudes of $\langle r_\alpha\rangle$ and $\langle p_\alpha\rangle$ are $2r_\alpha\cdot(X+Y)=4i\omega r_\alpha\cdot Z_\alpha$ and $2iD_\alpha\cdot(X-Y)=-4D_\alpha\cdot M_+Z_\alpha$. The perturbation is twice the earlier $\tfrac12L_\alpha$, so the exact traces have amplitudes $-6i\omega\beta_L$ and $-4F$. Comparison yields

$$\beta_L=-\frac23\sum_\alpha r_\alpha\cdot Z_\alpha,\qquad F=\sum_\alpha D_\alpha\cdot M_+Z_\alpha,\qquad S=\sum_\alpha D_\alpha\cdot M_-^{-1}\Lambda_\alpha.\tag{8}$$

### Proof of origin independence

Moving the origin by $\mathbf a$ replaces $\Lambda_\alpha$ by $\Lambda_\alpha-\sum_{\beta\gamma}\epsilon_{\alpha\beta\gamma}a_\beta D_\gamma$. Since $M_+(M_-M_+-\omega^2)^{-1}=(M_--\omega^2M_+^{-1})^{-1}$,

$$\Delta F=-\sum_{\alpha\beta\gamma}\epsilon_{\alpha\beta\gamma}a_\beta\,D_\alpha\cdot(M_--\omega^2M_+^{-1})^{-1}D_\gamma=0.$$

The inverse matrix is symmetric, so the product is symmetric in $\alpha$ and $\gamma$, while $\epsilon_{\alpha\beta\gamma}$ is antisymmetric. For exact diagonalisation in a basis the same role is played by $\sum_n\omega_np_{\alpha,0n}p_{\gamma,n0}/(\omega_n^2-\omega^2)$, which is symmetric for real wave functions. The proof nowhere uses completeness, which is why it says nothing about basis error. It also holds at $\omega=0$, so $S$ and $\beta_{MV}$ are origin independent too.

In the length gauge the shift produces $r_\alpha\cdot(M_-M_+-\omega^2)^{-1}D_\gamma$, which need not be symmetric. If $D_\gamma=-M_-r_\gamma$ holds, it becomes $-r_\alpha\cdot(M_+-\omega^2M_-^{-1})^{-1}r_\gamma$. This is symmetric, and the origin dependence disappears.

### Proof that $S$ vanishes in a complete basis

For exact states, insert $\mathbf p_{0n}=-i\omega_n\mathbf r_{0n}$ into $S=\sum_nR_n$:

$$S=\tfrac12\,\mathrm{Im}\sum_n\mathbf r_{0n}\cdot\mathbf L_{n0}=\tfrac12\,\mathrm{Im}\langle0|\mathbf r\cdot\mathbf L|0\rangle=\frac1{4i}\sum_\alpha\langle0|[r_\alpha,L_\alpha]|0\rangle=0.$$

The term $n=0$ could be included because $\langle0|\mathbf L|0\rangle=0$ for a real state. The commutator vanishes because $L_\alpha$ contains no derivative with respect to $r_\alpha$. The step that fails in a finite basis is the replacement of operator products by sums over the available states, both here and in $\mathbf p=i[H,\mathbf r]$.

In TDHF the exchange operator $K$ is nonlocal, and the relation $\mathbf D=-M_-\mathbf r$ needs its own proof. The Fock operator contains $-\tfrac12\nabla^2$, local terms and $-K$. Since $[-\tfrac12\nabla^2,\mathbf r]=-\nabla$,

$$(\varepsilon_a-\varepsilon_i)\mathbf r_{ai}=-\mathbf D_{ai}-\langle a|[K,\mathbf r]|i\rangle.$$

The remaining part of $M_-\mathbf r$ is $\sum_{jb}[(ib|ja)-(ij|ab)]\mathbf r_{bj}$. In a complete basis $\sum_b\phi_b\mathbf r_{bj}=\mathbf r\phi_j-\sum_k\phi_k\mathbf r_{kj}$. The terms with $\mathbf r_{kj}$ cancel after $j$ and $k$ are exchanged in one of them, leaving

$$\sum_j\iint\phi_a(1)\phi_j(1)\frac{\mathbf r_2-\mathbf r_1}{r_{12}}\phi_j(2)\phi_i(2)\,d1\,d2=\langle a|[K,\mathbf r]|i\rangle.$$

The exchange commutators cancel, so $M_-\mathbf r=-\mathbf D$. Equation (8) then gives $S=-\sum_{ai}\mathbf r_{ai}\cdot\boldsymbol\Lambda_{ai}$. Completing the sum over $a$ yields

$$S=-\sum_i\langle i|\mathbf r\cdot(\mathbf r\times\nabla)|i\rangle+\sum_{ij}\mathbf r_{ij}\cdot\boldsymbol\Lambda_{ji}=0.$$

The first term is zero because $\mathbf r\cdot(\mathbf r\times\nabla)=0$; the second contracts a symmetric with an antisymmetric matrix.

The proof also shows where the argument depends on the method. If $B$ is dropped from the response, $M_-^{-1}$ in $S$ becomes $A^{-1}$, while the relation $\mathbf D=-(A-B)\mathbf r$ is unchanged. Using $\mathbf r\cdot\boldsymbol\Lambda=0$, one finds $S=\sum_\alpha r_\alpha\cdot BA^{-1}\Lambda_\alpha$, which the argument above does not force to vanish; its size in a complete basis is not determined here.

## The approach to completeness

A one-electron model allows the basis to be enlarged until the result settles. Its potential is $\tfrac12\sum_ik_i^2x_i^2+Axyz+b\,r^4$, with $k=(0.7,1.0,1.5)$, $A=0.2$ and $b=0.01$. The three unequal $k_i$ together with the $xyz$ term make it chiral. The basis contains all oscillator products up to a maximum total number of quanta, and $\omega=0.2$.

With 4 quanta, $S=-3.7\times10^{-6}$. The length, velocity and modified values of $\beta$ are $-2.05$, $-2.68$ and $-2.07$, in units of $10^{-4}$. The difference between the last two is $2S/(3\omega^2)=-0.61\times10^{-4}$. With 16 quanta, $S$ has fallen to about $-10^{-13}$, and all three forms give $-1.96643\times10^{-4}$. The velocity form is therefore right in the limit; the fault is its behaviour before the limit is reached.

## What the subtraction does not repair

For hydrogen peroxide the bases used are far from that limit. The specific rotations at 589.3 nm are:

| Basis | $S$ | Length | Velocity | Modified |
|---|---:|---:|---:|---:|
| 6-31G | −0.0012 | 150.6 | −159.8 | −6.9 |
| cc-pVDZ | −0.0079 | 105.0 | −1048.0 | −44.6 |
| aug-cc-pVDZ | −0.0040 | 8.6 | −517.3 | −6.0 |
| uncontracted aug-cc-pVDZ | −0.0036 | 9.3 | −450.4 | 2.4 |

Among these four bases the smallest $|S|$ belongs to the smallest one, so a small static term does not certify a good basis. The subtraction removes the large negative offset in every row, but the modified and length values still differ. In the three contracted bases they even have opposite signs, and the four rows do not decide which is closer to the TDHF limit. In the uncontracted basis the signs agree, with magnitudes still a factor of about four apart. None of the rows is converged: in aug-cc-pVTZ $S$ is about −0.0011 and the length, velocity and modified values are about 21, −119 and 15, so the length and modified values move by +13 and +21 from aug-cc-pVDZ. The length column refers to the O–O midpoint and changes by about 17, 16, 4 and 2 per bohr of origin shift along the twofold axis. In aug-cc-pVDZ the sign clash owes much to the geometry, because 120° lies near a zero of the rotation: the length and modified values are 21 and 9 at a dihedral of 112°, and −4 and −20 at 130°.

The relative defect of $\mathbf D=-M_-\mathbf r$, measured by $\|\mathbf D+M_-\mathbf r\|/\|\mathbf D\|$, is 0.23, 0.23, 0.06 and 0.57 down the table. It rises on uncontracting, although the functions span a larger space. In the same step $|S|$ and the gap between the length and modified rotations both shrink, so this norm does not track either of them.

The wavelength dependence in aug-cc-pVDZ separates the two kinds of error. At 1064 nm the length, velocity and modified values are 3.9, −511.5 and −0.1; at 10 000 nm they are 0.05, −511.4 and 0.01. The velocity value settles at the constant given by $S$, while the other two go to zero as equation (2) requires. At 355 nm the three values are −24.6, −592.7 and −81.4. The length and modified values differ by 57, so at least one of them still carries a substantial basis error. The modified velocity gauge secures origin independence and a rotation that vanishes as $\omega\to0$. It does not secure the value of $\beta$ itself, whose accuracy at any frequency must still be established by enlarging the basis.

The numerical check accompanying this text also compares the subtracted response with a sum over all TDHF poles and confirms the origin behaviour of the three forms in 6-31G.

## Computed values

```
H2O2, TDHF; L length, V velocity, MV modified velocity
O-O 1.45 A, O-H 0.97 A, O-O-H 100.0 deg
signed dihedral angle: 120.0 deg
molar mass: 34.014 g/mol
photon energy at 589.3 nm: 0.077318 hartree
[alpha] per a.u. of beta at 589.3 nm: 1136.363 deg/(dm g/cm^3)
Basis | functions | S (a.u.) | defect of grad = -M_minus r
6-31G | 22 | -0.001206 | 0.2281
cc-pVDZ | 38 | -0.007918 | 0.2315
aug-cc-pVDZ | 64 | -0.004035 | 0.0639
unc-aug-cc-pVDZ | 92 | -0.003573 | 0.5658
beta at 589.3 nm (a.u.): L | V | MV | 2S/(3w^2)
6-31G: 0.13250 | -0.14061 | -0.00608 | -0.13452
cc-pVDZ: 0.09244 | -0.92227 | -0.03928 | -0.88299
aug-cc-pVDZ: 0.00753 | -0.45525 | -0.00525 | -0.45000
unc-aug-cc-pVDZ: 0.00814 | -0.39635 | 0.00212 | -0.39847
[alpha] at 589.3 nm, deg/(dm g/cm^3): L | V | MV
6-31G: 150.57 | -159.78 | -6.91
cc-pVDZ: 105.05 | -1048.03 | -44.63
aug-cc-pVDZ: 8.55 | -517.33 | -5.96
unc-aug-cc-pVDZ: 9.25 | -450.40 | 2.41
aug-cc-pVDZ [alpha], deg/(dm g/cm^3): L | V | MV
355.0 nm: -24.558 | -592.717 | -81.354
589.3 nm: 8.554 | -517.328 | -5.965
1064.0 nm: 3.863 | -511.464 | -0.101
10000.0 nm: 0.049 | -511.357 | 0.006
6-31G checks
S by linear response: -0.0012063 a.u.
S by finite-field Hartree-Fock: -0.0012063 a.u.
lowest TDHF excitation: 0.23169 hartree
MV beta from sum over poles: -0.006083 a.u.
origin shift along C2 axis: 10.0 bohr
beta L before, after shift: 0.13250, 0.28406 a.u.
beta V before, after shift: -0.14061, -0.14061 a.u.
beta MV before, after shift: -0.00608, -0.00608 a.u.
[alpha] at 0.1 mm, L | V | MV: 0.00482 | -152.868 | 0.00016 deg/(dm g/cm^3)
Oscillator (a.u.): k = (0.7, 1.0, 1.5), A = 0.2, b = 0.01, w = 0.2
max quanta: S | beta L | beta V | beta MV (a.u.)
4: -3.684e-06 | -2.052588e-04 | -2.682498e-04 | -2.068441e-04
8: -9.742e-09 | -1.966752e-04 | -1.968409e-04 | -1.966786e-04
12: -5.165e-11 | -1.966431e-04 | -1.966440e-04 | -1.966431e-04
16: -1.275e-13 | -1.966430e-04 | -1.966430e-04 | -1.966430e-04
```
